\section*{Equibiaxial modulus of a cubic (001) film with a free surface}

\section{A film held from below}

A thin crystalline film in a memory capacitor is bonded to a thick substrate or bottom electrode. If the film would prefer a slightly smaller lattice spacing than the substrate offers, it is stretched in the plane. I take this stretch to be equal along both in-plane directions. Its top surface is free to move. The film is then under stress in the plane, and one would like a single number that converts the imposed strain into that stress and into stored energy.

The sum $C_{11}+C_{12}$ suggests itself, since stretching along $x$ produces stress along $x$ through $C_{11}$ and stretching along $y$ adds to it through $C_{12}$. But the film can also change its thickness, and this alters the in-plane stress. The question is by how much.

I take a cubic crystal with its cube axes along $x,y,z$ and the surface normal along $z$: a (001) film. Strain is measured from the stress-free cubic state, tension is positive, and shear strains are tensor components, half the engineering shear angles. The film is uniform, far from its lateral edges, nonpolar, and linearly elastic. The substrate imposes
\begin{equation}
\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon,\qquad \varepsilon_{xy}=0 .
\end{equation}
For a cubic crystal Hooke's law reads
\begin{align}
\sigma_{xx}&=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\\
\sigma_{zz}&=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}),\\
\sigma_{xz}&=2C_{44}\varepsilon_{xz},
\end{align}
and similarly for the other components. The crystal is assumed stable: $C_{44}>0$, $C_{11}>|C_{12}|$ and $C_{11}+2C_{12}>0$. In particular $C_{11}>0$, so it may stand in a denominator.

For numbers I use round model parameters that belong to no particular material: $C_{11}=400$, $C_{12}=120$ and $C_{44}=80$ GPa, a strain of $+1\,\%$, and a thickness of 10 nm.

\section{The simple case: thickness held fixed}

Suppose first that the film cannot change its thickness, so that $\varepsilon_{zz}=0$. Then
\begin{equation}
\sigma_{xx}=\sigma_{yy}=(C_{11}+C_{12})\varepsilon,\qquad
\sigma_{zz}=2C_{12}\varepsilon .
\end{equation}
The in-plane stress is $520\times0.01=5.2$ GPa. The normal stress is $2\times120\times0.01=2.4$ GPa, and it is tensile. Something would have to pull on the top surface with this force per area to keep the film from thinning. A free surface has nothing above it to supply that pull, so this state is not the one wanted. It serves as the reference from which the film relaxes.

\section{Releasing the surface}

\subsection{From the surface to the interior}

A free surface gives a condition at one height. Mechanical equilibrium carries it through the film. Without body forces,
\begin{equation}
\partial_x\sigma_{ix}+\partial_y\sigma_{iy}+\partial_z\sigma_{iz}=0,
\qquad i=x,y,z .
\end{equation}
The film is laterally uniform, so the first two terms vanish and $\sigma_{iz}$ does not depend on $z$. It is zero at the top, and therefore throughout the thickness:
\begin{equation}
\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0 .
\label{eq:traction}
\end{equation}
Nothing similar holds for $\sigma_{xx}$ and $\sigma_{yy}$. The film is held laterally by the substrate, and these stresses remain.

The same argument covers a film with a uniform top electrode, provided that the electrode's own upper surface is free and no voltage is applied. The normal traction is continuous across the interface and vanishes at the top of the stack, so it vanishes in the film too. Such an electrode does not hold the thickness fixed.

\subsection{Eliminating the out-of-plane strains}

The first two conditions in Eq.~\eqref{eq:traction} give $2C_{44}\varepsilon_{xz}=0$ and $2C_{44}\varepsilon_{yz}=0$. Since $C_{44}>0$, both shear strains vanish. The third condition is
\begin{equation}
0=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon
\quad\Longrightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\label{eq:ezz}
\end{equation}
The factor 2 counts the two stretched in-plane directions. The minus sign says that, for $C_{12}>0$, a stretched film becomes thinner. Inserting this strain into the in-plane stress gives
\begin{align}
\sigma_{xx}&=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}\nonumber\\
&=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon
\equiv M\varepsilon .
\label{eq:M}
\end{align}
The expression for $\sigma_{yy}$ is the same with $x$ and $y$ exchanged, so $\sigma_{yy}=M\varepsilon$.

The subtracted term contains $C_{12}$ twice because the coupling acts twice: in-plane strain drives the normal strain, and the normal strain acts back on the in-plane stress. The term is therefore never negative, whatever the sign of $C_{12}$. Relaxation can lower the modulus but cannot raise it.

In the example, $\varepsilon_{zz}=-0.6\times1\,\%=-0.6\,\%$, and
\begin{equation}
M=400+120-\frac{2\times120^2}{400}=520-72=448\ \text{GPa}.
\end{equation}
The film stress is 4.48 GPa instead of 5.2 GPa. Relative to the film of fixed thickness, the modulus has fallen by about 14\,\%.

\section{The same result from the energy}

The free film should also choose the thickness that minimizes its elastic energy. With the shear strains zero, the energy per volume is
\begin{align}
u&=\tfrac12C_{11}(2\varepsilon^2+\varepsilon_{zz}^2)
+C_{12}(\varepsilon^2+2\varepsilon\varepsilon_{zz})\nonumber\\
&=(C_{11}+C_{12})\varepsilon^2+2C_{12}\varepsilon\varepsilon_{zz}
+\tfrac12C_{11}\varepsilon_{zz}^2 .
\end{align}
In the first line, the $C_{12}$ bracket collects the products $\varepsilon_{xx}\varepsilon_{yy}$, $\varepsilon_{xx}\varepsilon_{zz}$ and $\varepsilon_{yy}\varepsilon_{zz}$. To complete the square, note that
\begin{equation}
\tfrac12C_{11}\left(\varepsilon_{zz}+\frac{2C_{12}}{C_{11}}\varepsilon\right)^2
=\tfrac12C_{11}\varepsilon_{zz}^2+2C_{12}\varepsilon\varepsilon_{zz}
+\frac{2C_{12}^2}{C_{11}}\varepsilon^2 .
\end{equation}
The last term is not present in $u$ and must be subtracted again, so
\begin{equation}
u=M\varepsilon^2+\tfrac12C_{11}
\left(\varepsilon_{zz}+\frac{2C_{12}}{C_{11}}\varepsilon\right)^2 .
\label{eq:square}
\end{equation}
Because $C_{11}>0$, the minimum lies where the bracket vanishes, which is Eq.~\eqref{eq:ezz}. Shear strains would add $2C_{44}(\varepsilon_{xz}^2+\varepsilon_{yz}^2)$, which is smallest at zero. Zero traction and least energy select the same state.

At the minimum $u=M\varepsilon^2$, without the factor $\tfrac12$ of a bar pulled along one axis. The factor is still there for each direction: two in-plane stresses each do work $\tfrac12\sigma\varepsilon$ per volume, and $2\times\tfrac12M\varepsilon^2=M\varepsilon^2$. The normal stress does no work because it is zero.

For the example, $u=448\times(0.01)^2=0.0448$ GPa, or 44.8 MJ/m$^3$. With the thickness held fixed it would be 52.0 MJ/m$^3$. The difference of 7.2 MJ/m$^3$ is the last term of Eq.~\eqref{eq:square} at $\varepsilon_{zz}=0$. Multiplying the relaxed value by the thickness gives the energy per area, 0.448 J/m$^2$. This grows linearly with thickness while the stress does not, so a thicker film at the same strain has more energy to gain from any process that releases the strain.

\section{Limits in the coupling constant}

The numerator of $M$ factorizes:
\begin{equation}
M=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .
\label{eq:factor}
\end{equation}
Both factors are positive in a stable crystal, so $M>0$.

If $C_{12}=0$, the three axes are decoupled. The thickness does not respond, and $M=C_{11}$.

If $C_{12}$ approaches $C_{11}$ at fixed $C_{11}$, then $M\to0$ although $C_{11}+C_{12}$ stays large. Equation~\eqref{eq:ezz} shows why: $\varepsilon_{zz}\to-2\varepsilon$, so the volume change $2\varepsilon+\varepsilon_{zz}$ vanishes. The film deforms by a tetragonal distortion at constant volume, and the resistance to that distortion is governed by $C_{11}-C_{12}$, which is going to zero. Holding the thickness fixed would hide this softness completely.

A nearly incompressible crystal is a different limit. Keep $C_{11}-C_{12}=2C'$ fixed and let $C_{11}$ grow. Then $(C_{11}+2C_{12})/C_{11}\to3$ and $M\to6C'$. The strain is again volume-conserving, but now the distortion costs a finite energy. The modulus stays finite while $C_{11}+C_{12}$ diverges.

Between these limits, a positive $C_{12}$ has two opposing effects: it stiffens the film through the other in-plane direction and softens it through the free normal direction. At fixed $C_{11}$,
\begin{equation}
\frac{\partial M}{\partial C_{12}}=1-\frac{4C_{12}}{C_{11}},
\end{equation}
so $M$ rises with $C_{12}$ up to $C_{12}=C_{11}/4$, where $M=\tfrac98C_{11}$, and falls beyond it. Since $M-C_{11}=C_{12}(1-2C_{12}/C_{11})$, the film stays stiffer than the decoupled one until $C_{12}=C_{11}/2$. The example, with $C_{12}/C_{11}=0.3$, lies slightly past the maximum of 450 GPa. For negative $C_{12}$ both effects soften the film.

\section{Connection with Young's modulus}

The film modulus can also be expressed through a bar pulled along a cube axis with free sides. Let the bar have strain $\varepsilon_\parallel$ along its axis and $\varepsilon_\perp$ across it. Zero lateral stress requires
\begin{equation}
C_{12}\varepsilon_\parallel+(C_{11}+C_{12})\varepsilon_\perp=0,
\qquad
\nu=-\frac{\varepsilon_\perp}{\varepsilon_\parallel}
=\frac{C_{12}}{C_{11}+C_{12}} .
\end{equation}
The axial stress is $C_{11}\varepsilon_\parallel+2C_{12}\varepsilon_\perp$, so
\begin{equation}
E=C_{11}-2C_{12}\nu
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}} .
\end{equation}
Since $1-\nu=C_{11}/(C_{11}+C_{12})$, division gives
\begin{equation}
\frac{E}{1-\nu}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}=M .
\end{equation}
Here $E$ and $\nu$ refer to the cube axes; averages over a polycrystal would not do. The example has $E=344.6$ GPa and $\nu=0.231$, and $344.6/0.769$ returns 448 GPa. For $C_{12}>0$, as here, the film is stiffer than the bar because its second in-plane direction is stretched as well, instead of being left free to contract. For $C_{12}<0$ the free bar would widen, and the order is reversed.

\section{Changing the direction}

\subsection{Directions within the film plane}

Let $\mathbf t$ be any unit vector in the film plane. The stress tensor is diagonal with entries $M\varepsilon,M\varepsilon,0$, so
\begin{equation}
\mathbf t\cdot\boldsymbol\sigma\,\mathbf t
=M\varepsilon(t_x^2+t_y^2)=M\varepsilon .
\end{equation}
The modulus is the same along every in-plane direction, even though the crystal need not be elastically isotropic. This relies on the equal strains along $x$ and $y$.

\subsection{A film of another orientation}

Turning the normal away from a cube axis is a different matter. For a (111) film the normal is $\mathbf n=(1,1,1)/\sqrt3$. Try the strain
\begin{equation}
\boldsymbol\varepsilon=\varepsilon\,\mathbf I+d\,\mathbf n\mathbf n^{T},
\end{equation}
which has the required strain $\varepsilon$ in the film plane and $\varepsilon+d$ along the normal. All entries of $\mathbf n\mathbf n^T$ in the cube axes equal $1/3$. Each diagonal strain is $\varepsilon+d/3$ and each off-diagonal strain $d/3$. With $B=C_{11}+2C_{12}$, the diagonal and off-diagonal stresses are
\begin{equation}
p=B\left(\varepsilon+\frac d3\right),\qquad q=\frac{2C_{44}d}{3} .
\end{equation}
The matrix with zeros on the diagonal and ones elsewhere is $3\mathbf n\mathbf n^T-\mathbf I$, hence
\begin{equation}
\boldsymbol\sigma=(p-q)\mathbf I+3q\,\mathbf n\mathbf n^T,
\qquad \boldsymbol\sigma\mathbf n=(p+2q)\mathbf n .
\end{equation}
The traction has no shear part, and it vanishes if $p+2q=0$:
\begin{equation}
B\varepsilon+\frac{B+4C_{44}}3d=0
\quad\Longrightarrow\quad
d=-\frac{3B\varepsilon}{B+4C_{44}} .
\end{equation}
The in-plane stress is $p-q=-3q=-2C_{44}d$, so
\begin{equation}
M_{111}=\frac{6C_{44}B}{B+4C_{44}} .
\end{equation}
The trial strain is the only solution. The difference of two solutions would have only out-of-plane strain components and no out-of-plane stress, hence zero elastic energy; in a stable crystal such a strain is zero.

With $B=640$ GPa, $M_{111}=6\times80\times640/960=320$ GPa, well below 448 GPa, and the normal strain is $-1.0\,\%$ instead of $-0.6\,\%$. To compare the two orientations, write $2C'=C_{11}-C_{12}$ as before. Then $B+4C'=3C_{11}$, and Eq.~\eqref{eq:factor} becomes $M=6C'B/(B+4C')$, the same expression with $C'$ in place of $C_{44}$. It grows with the shear constant, and here $C_{44}=80$ GPa is smaller than $C'=140$ GPa, so the (111) film is softer.

The two results must agree for an isotropic solid, where $2C_{44}=C_{11}-C_{12}$. Then $B+4C_{44}=3C_{11}$ and $6C_{44}=3(C_{11}-C_{12})$, and $M_{111}$ becomes Eq.~\eqref{eq:factor}. For the example this would need $C_{44}=140$ GPa.

\section{A film made of layers}

The derivation treats the film as a continuum up to its surface. A crystal of atoms and springs shows what this leaves out. Take a simple cubic lattice of spacing 1 with central springs, all unstretched at zero strain, of constants $k_1=1.0$, $k_2=0.4$ and $k_3=0.3$ along vectors of type $(100)$, $(110)$ and $(200)$. Summing the bond energies for small strains gives
\begin{equation}
C_{11}=k_1+2k_2+4k_3=3.0,\qquad C_{12}=k_2=0.4,
\end{equation}
in reduced units. Equation~\eqref{eq:M} predicts $M=3.2933$, and Eq.~\eqref{eq:ezz} a spacing strain of $-0.2667$ per unit in-plane strain.

Now cut a slab with two free surfaces, impose the in-plane strain, and let the layers move. Fourfold symmetry keeps their motion vertical. Let $g_i$ be the strain of the $i$th layer spacing divided by $\varepsilon$. The terms of the energy per surface cell that contain $g_i$ are, in units of $\varepsilon^2$,
\begin{equation}
\tfrac12k_1g_i^2+k_2(1+g_i)^2
+\tfrac12k_3(g_{i-1}+g_i)^2+\tfrac12k_3(g_i+g_{i+1})^2 .
\end{equation}
The second term comes from four diagonal bonds, each stretched by $(1+g_i)/\sqrt2$. Setting the derivative to zero and dividing by $k_3=0.3$ gives
\begin{equation}
g_{i-1}+8g_i+g_{i+1}=-\frac83 .
\end{equation}
A constant solution has $10g_*=-8/3$, so $g_*=-0.2667$, the continuum value. Deviations of the form $r^{\,i-1}$ obey $r^2+8r+1=0$. The root that decays inward is $r=-4+\sqrt{15}\approx-0.13$: the surface disturbance changes sign and shrinks about eightfold from one spacing to the next.

The outermost spacing lacks the spring that would reach one layer further out. Its equation is the interior one with $g_0+g_1=0$. Writing $g_i=g_*+Ar^{\,i-1}$, this condition gives
\begin{equation}
2g_*+A\left(1+\frac1r\right)=0,\qquad
g_1=g_*+A=\frac{1-r}{1+r}\,g_*=\frac{\sqrt{15}}3\,g_* ,
\end{equation}
or $-0.344$. The outer spacing contracts more than the interior because a spring opposing the contraction is missing.

A numerical relaxation of a 21-layer slab gives these same middle and outer strains. The energy added on going from 20 to 21 layers is 3.2933, in agreement with $M$. The mean energy per layer is lower: 3.224 for 5 layers and 3.277 for 21. Multiplying each shortfall from 3.2933 by the number of layers gives about 0.35 in both cases. The two surfaces thus contribute a fixed deficit, and its share of the total falls inversely with the number of layers. Most of it is the energy of bonds that the cut removes. A slab of $N$ layers lacks one spacing and two vertical $(200)$ springs, worth $\tfrac12k_1g_*^2+k_2(1+g_*)^2+k_3(2g_*)^2=0.336$; the relaxation of the outer spacings adds only about 0.012. The modulus $M$ describes the interior. In a film a few layers thick the average stiffness differs from it, by an amount and a sign that depend on the bonding at the surface and on how the thickness is defined: counted per spacing instead of per layer, the 5-layer slab gives $5\times3.224/4=4.03$, above $M$. Because all springs are unstretched at zero strain, the model also has no surface stress, which in a real film adds an energy term linear in $\varepsilon$.

\section{Use for hafnia films}

The cubic formula applies to a (001) film of the cubic, nonpolar parent phase of hafnia, as long as that phase is stable. Positive elastic constants do not ensure this: pure bulk hafnia is cubic only at very high temperature, and at room temperature the cubic form needs stabilization, for instance by heavy doping. In a polycrystalline film of an elastically anisotropic crystal, grains whose surface normal is not a cube axis generally carry a different in-plane stress, which can also depend on the direction within the plane, so $M$ alone does not give the average stress. The ferroelectric phase is orthorhombic. For a single domain with its axes along $x,y,z$, short-circuited electrodes that fully screen the polarization, and no switching, the same elimination can be repeated with the elastic constants at zero field, taken with the atomic positions in the cell relaxed. Zero normal stress now reads
\begin{equation}
(C_{13}+C_{23})\varepsilon+C_{33}\varepsilon_{zz}=0,
\end{equation}
and the in-plane stresses become
\begin{align}
\sigma_{xx}&=\left[C_{11}+C_{12}-\frac{C_{13}(C_{13}+C_{23})}{C_{33}}\right]\varepsilon,\\
\sigma_{yy}&=\left[C_{22}+C_{12}-\frac{C_{23}(C_{13}+C_{23})}{C_{33}}\right]\varepsilon .
\end{align}
In general these differ, so one modulus no longer suffices. Setting $C_{22}=C_{33}=C_{11}$ and $C_{13}=C_{23}=C_{12}$ restores Eq.~\eqref{eq:M} for both. Strain here is measured from the stress-free orthorhombic state and is taken to be equal along $x$ and $y$. A substrate with a square surface lattice imposes unequal strains if the two in-plane orthorhombic axes differ in length; $\varepsilon_{xx}$ and $\varepsilon_{yy}$ must then be kept separate in the elimination. An applied voltage adds piezoelectric stress, and domain switching changes the reference state itself.

Even in the cubic phase, the result needs a film that still carries the imposed strain. For a misfit of 1\,\% the equilibrium critical thickness for misfit dislocations is of the order of 10 nm or less, so the example lies at the edge of this regime. Dislocations or cracks that release part of it reduce $\varepsilon$, and near a lateral edge the stress is no longer uniform, so the step from the surface condition to Eq.~\eqref{eq:traction} fails. At large strain, terms beyond Hooke's law make the modulus depend on $\varepsilon$. The full set of computed values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
C11 = 400 GPa
C12 = 120 GPa
C44 = 80 GPa
In-plane strain = 1.00 %
Film thickness = 10 nm
Normal-to-in-plane strain ratio = -0.600
Normal strain = -0.600 %
C11 + C12 = 520.0 GPa
Relief 2*C12^2/C11 = 72.0 GPa
(001) biaxial modulus M = 448.0 GPa
Reduction by relaxation = 13.85 %
In-plane stress, free surface = 4.480 GPa
In-plane stress, normal strain held = 5.200 GPa
Normal stress, normal strain held = 2.400 GPa
Energy density, free surface = 44.80 MJ/m^3
Energy density, normal strain held = 52.00 MJ/m^3
Energy per area, free surface = 0.4480 J/m^2
Young modulus along cube axis = 344.62 GPa
Poisson ratio for cube axes = 0.2308
(111) biaxial modulus = 320.0 GPa
(111) normal strain = -1.000 %
C44 needed for isotropy = 140 GPa
Spring lattice, reduced units (lattice spacing = 1):
Spring constant, squared length 1 = 1.0
Spring constant, squared length 2 = 0.4
Spring constant, squared length 4 = 0.3
Lattice C11 = 3.0000 reduced units
Lattice C12 = 0.4000 reduced units
Lattice M from bulk constants = 3.293333 reduced units
Energy of added layer / strain^2 = 3.293333 reduced units
Mean energy per layer, 5 layers = 3.2237 reduced units
Mean energy per layer, 21 layers = 3.2767 reduced units
Middle spacing strain / in-plane strain = -0.266667
Bulk prediction -2*C12/C11 = -0.266667
Outer spacing strain / in-plane strain = -0.344265
\end{verbatim}
